# Biaxial moduli of (001) and (111) silicon films

## The problem

A thin silicon film is bonded to a thick substrate that stretches it by the same small strain $e$ in every direction of its plane. Its upper face is free. The biaxial modulus $M$ is defined by

$$\sigma_{\text{in-plane}}=M\,e .$$

The elastic constants of silicon are to be taken as $C_{11}=165.7$, $C_{12}=63.9$ and $C_{44}=79.6$ GPa.

1. Derive $M$ for a film whose face is a (001) plane, and evaluate it.
2. Do the same for a (111) face.
3. Explain which face is stiffer, and find the property of a cubic crystal that decides this.
4. A film 10 nm thick carries a tensile strain of 0.80 %. For each face, find the stress, the strain along the normal, the elastic energy density and the force per unit width. Judge how far the numbers can be trusted.

**Conventions.** Tension is positive. The strain $e$ is measured from the film's own relaxed lattice. The axes $x,y,z$ lie along the cube edges, and Hooke's law for a cubic crystal reads

$$\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad \sigma_{xy}=2C_{44}\,\varepsilon_{xy},$$

with the other components obtained by permuting the axes. The factor 2 appears because $\varepsilon_{xy}$ is the tensor shear strain, half the engineering shear strain. The film is uniform, fully bonded and far from its edges, and the response is linear.

## Hints

**Hint 1.** The substrate fixes the strain in the plane, but not the strain along the normal. What does the free face say about the stress?

**Hint 2.** Turn the film about its normal by an angle that leaves the cubic stiffness unchanged. The loading is unchanged too. What does this imply for out-of-plane shear, and for the in-plane stress?

**Hint 3.** Write the strain as a uniform expansion plus an extra stretch along the unit normal $\mathbf n$. One unknown number then remains.

**Hint 4.** For (111), stay in the cube axes. The matrix with entries $n_in_j$ has all its entries equal, so its stress is easily found. Let that stress act first on $\mathbf n$, then on a vector perpendicular to $\mathbf n$.

**Hint 5.** To compare the faces, use $k=C_{11}+2C_{12}$ and look for one formula that covers both, with a different shear stiffness in each.

## Full solution

### Setting up the strain

No force acts on the free face, so the traction there vanishes:

$$\sigma_{ij}n_j=0 .$$

Repeated indices are summed. The film is uniform, so this holds throughout its thickness.

The prescribed in-plane strain and these three equations determine the whole strain uniquely, because the stiffness of a stable crystal is positive definite. A rotation that leaves both the stiffness and the loading unchanged must therefore leave the solution unchanged.

For a (001) film, a quarter turn about the normal is such a rotation. For a (111) film, it is a third of a turn. Two consequences follow.

- The out-of-plane shear strains form a vector lying in the film plane. A quarter turn or a third of a turn changes the direction of any nonzero vector in that plane, so this vector must be zero.
- If the two principal in-plane stresses differed, the larger would single out one line in the plane. The rotation would move that line onto a different one. The two stresses must therefore be equal.

The strain consists of $e$ in the plane and some value $\varepsilon_n$ along the normal:

$$\varepsilon_{ij}=e(\delta_{ij}-n_in_j)+\varepsilon_n n_in_j=e\,\delta_{ij}+\beta\,n_in_j,\qquad \beta=\varepsilon_n-e .$$

The first term is an equal expansion in all three directions. Each normal stress it produces is $C_{11}e+2C_{12}e$, so its stress is

$$k e\,\delta_{ij},\qquad k=C_{11}+2C_{12}.$$

With the given constants, $k=165.7+2(63.9)=293.5$ GPa. This is three times the bulk modulus.

### Part 1: the (001) face

Here $\mathbf n=(0,0,1)$, and the matrix $n_in_j$ has a single nonzero entry, $zz$. By Hooke's law, a unit strain $\varepsilon_{zz}$ alone produces

$$\sigma_{zz}=C_{11},\qquad \sigma_{xx}=\sigma_{yy}=C_{12}.$$

Adding the two parts of the strain and requiring zero traction gives

$$\sigma_{zz}=ke+\beta C_{11}=0\quad\Rightarrow\quad \beta=-\frac{ke}{C_{11}} .$$

The in-plane stress is then

$$\sigma_{xx}=ke+\beta C_{12}=ke\left(1-\frac{C_{12}}{C_{11}}\right).$$

Dividing by $e$ and multiplying out,

$$M_{001}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}}
=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}},$$

$$M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

The first two terms are the stress per unit in-plane strain that would arise if the film could not change its thickness. The last term is the relief gained because the free face lets the film become thinner.

For silicon,

$$M_{001}=165.7+63.9-49.28=180.32\ \text{GPa}\approx 180\ \text{GPa}.$$

The normal strain is

$$\frac{\varepsilon_n}{e}=1+\frac{\beta}{e}=1-\frac{C_{11}+2C_{12}}{C_{11}}=-\frac{2C_{12}}{C_{11}}=-0.771 .$$

### Part 2: the (111) face

Now $\mathbf n=(1,1,1)/\sqrt3$, so every entry of $n_in_j$ is $1/3$. Taken as a strain, this matrix produces the stress $S_{ij}$ with

$$S_{xx}=\frac{C_{11}+2C_{12}}{3}=\frac{k}{3},\qquad S_{xy}=2C_{44}\cdot\frac13=\frac{2C_{44}}{3},$$

and the same values for the other diagonal and off-diagonal entries.

Let $S$ act on $\mathbf n$. The three components of $\mathbf n$ are equal, so each row contributes one diagonal and two off-diagonal entries:

$$S\mathbf n=\left(\frac{k}{3}+2\cdot\frac{2C_{44}}{3}\right)\mathbf n=\frac{k+4C_{44}}{3}\,\mathbf n .$$

Next let it act on a vector $\mathbf t$ in the film plane. Being perpendicular to $\mathbf n$, it obeys $t_x+t_y+t_z=0$, so $t_y+t_z=-t_x$. The first component of $S\mathbf t$ is

$$\frac{k}{3}t_x+\frac{2C_{44}}{3}(t_y+t_z)=\frac{k-2C_{44}}{3}\,t_x ,$$

and the other components follow the same pattern. Every in-plane direction thus has the same factor $(k-2C_{44})/3$, as the symmetry argument requires.

Zero traction on the face gives

$$ke+\beta\,\frac{k+4C_{44}}{3}=0\quad\Rightarrow\quad\beta=-\frac{3ke}{k+4C_{44}} .$$

The in-plane stress is

$$\sigma=ke+\beta\,\frac{k-2C_{44}}{3}
=ke\left[1-\frac{k-2C_{44}}{k+4C_{44}}\right]
=ke\,\frac{6C_{44}}{k+4C_{44}} .$$

Hence

$$M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .$$

For silicon the numerator is $6(79.6)(293.5)=140175.6\ \text{GPa}^2$ and the denominator is $293.5+4(79.6)=611.9$ GPa, so

$$M_{111}=\frac{140175.6}{611.9}=229.08\ \text{GPa}\approx 229\ \text{GPa}.$$

The normal strain is

$$\frac{\varepsilon_n}{e}=1-\frac{3k}{k+4C_{44}}=-\frac{2k-4C_{44}}{k+4C_{44}}=-0.439 .$$

As a check on the symmetry argument, the three zero-traction equations were also solved numerically for silicon with the out-of-plane shears left free. They return the same two moduli.

### Part 3: why the (111) face is stiffer

Define $G=(C_{11}-C_{12})/2$ for the (001) film. Then

$$k+4G=C_{11}+2C_{12}+2C_{11}-2C_{12}=3C_{11},$$

so $C_{11}=(k+4G)/3$. Also $C_{11}-C_{12}=2G$. The result of part 1 becomes

$$M_{001}=\frac{k(C_{11}-C_{12})}{C_{11}}=\frac{2kG}{(k+4G)/3}=\frac{6kG}{k+4G}.$$

This is the (111) formula with $C_{44}$ replaced by $G$. Both faces therefore obey

$$M=\frac{6kG}{k+4G},\qquad G=\begin{cases}(C_{11}-C_{12})/2 & (001)\\ C_{44} & (111).\end{cases}$$

The physical reason lies in the change of shape. Apart from its change of volume, the film strain is a stretch or compression along $\mathbf n$, proportional to $n_in_j-\delta_{ij}/3$. For (001) this matrix is diagonal in the cube axes, and the difference $C_{11}-C_{12}$ resists it. For (111) its diagonal entries vanish and only shears of the cube axes remain, which $C_{44}$ resists. The resistance to a change of volume, $k$, is the same for both.

At fixed $k$, the quotient rule gives

$$\frac{dM}{dG}=6k\,\frac{(k+4G)-4G}{(k+4G)^2}=\frac{6k^2}{(k+4G)^2}>0 .$$

The face with the larger $G$ is thus the stiffer one. The deciding property is the Zener ratio

$$A=\frac{2C_{44}}{C_{11}-C_{12}} .$$

If $A>1$, the (111) film is stiffer; if $A<1$, the (001) film is. For silicon the two shear stiffnesses are 79.6 and 50.9 GPa, so $A=1.564$. The moduli differ by less than this, $M_{111}/M_{001}=1.270$, because part of the elastic energy goes into the change of volume, which the common $k$ resists. When $k$ is much larger than both shear stiffnesses, the volume hardly changes, this part becomes negligible, and the ratio of the moduli approaches $A$.

Two limits test the formula.

- **Isotropic solid.** With $A=1$ both faces share one $G$. In terms of Young's modulus $E$ and Poisson's ratio $\nu$, $k=E/(1-2\nu)$ and $G=E/[2(1+\nu)]$. Then
$$6kG=\frac{3E^2}{(1-2\nu)(1+\nu)},\qquad k+4G=\frac{E[(1+\nu)+2(1-2\nu)]}{(1-2\nu)(1+\nu)}=\frac{3E(1-\nu)}{(1-2\nu)(1+\nu)},$$
and their quotient is the isotropic plane-stress result $M=E/(1-\nu)$.
- **Nearly incompressible solid.** When $G\ll k$, $M\to6G$. The normal strain, which for both faces is $-e(2k-4G)/(k+4G)$, tends to $-2e$. The film thins just enough to keep its volume, so its stress measures shear stiffness alone.

### Part 4: a strained film 10 nm thick

For (001) the stress is

$$\sigma=(180.32\ \text{GPa})(0.0080)=1.443\ \text{GPa},$$

and the normal strain is $-0.771\times0.80\,\%=-0.617\,\%$.

The energy density is half the sum of stress times strain. The two in-plane directions contribute equally, and the normal direction contributes nothing because its stress is zero:

$$u=\tfrac12(\sigma e+\sigma e)=\sigma e=Me^2 .$$

This gives $u=(1.803\times10^{11}\ \text{Pa})(0.0080)^2=11.5\ \text{MJ/m}^3$. The force per unit width is the stress times the thickness. Since $1\ \text{GPa}\times1\ \text{nm}=1\ \text{N/m}$, it is $1.443\times10=14.4$ N/m.

The same steps for (111) complete the comparison, with strain and thickness held fixed:

| Quantity | (001) | (111) |
|---|---|---|
| Stress (GPa) | 1.44 | 1.83 |
| Normal strain (%) | −0.617 | −0.351 |
| Energy density (MJ/m³) | 11.5 | 14.7 |
| Force per width (N/m) | 14.4 | 18.3 |

The (111) film stores more energy because the strain is held fixed. If the stress were held fixed instead, substituting $e=\sigma/M$ would give $u=\sigma^2/M$, and the stiffer film would store less.

**Comparison with real films.** A strain of 0.8 % is roughly that of silicon grown on relaxed silicon-germanium containing about one fifth germanium. The (001) film stands for this case; the (111) film is a comparison. The following estimates show how large some neglected effects are.

- **Surface stress.** A rough value of 1 N/m is 6.9 % of the (001) film force and 5.5 % of the (111) film force. It adds to or subtracts from the total force according to its sign, and does not alter the biaxial modulus $M$ of the film's interior. It matters when a stress is inferred from the total force on the substrate. For a given surface stress and strain, its share falls as the film gets thicker.
- **Nonlinear elasticity.** A finite-strain calculation with rough third-order elastic constants, which also allows for the change in the film's dimensions, gives a true stress about 2.5 % below $Me$ for both faces. With these constants the ratio of the two stresses hardly changes.
- **Miscut.** If the face is tilted by 4°, towards [110] for the (001) film and towards $[11\bar2]$ for the (111) film, the principal in-plane stresses change by at most 0.45 % and 1.8 % respectively.
- **Temperature.** If all three constants soften by a rough $10^{-4}$ per kelvin, warming by 100 K at fixed strain lowers $M$ by 1 %. Both formulas scale in proportion when all the constants are multiplied by the same factor.

A stress of about 1.4 GPa is thus a sound estimate for the interior of a wide, fully bonded (001) film, and even the second decimal of the tabulated value is uncertain. The estimate assumes that the film keeps the full strain. A force-balance estimate puts the equilibrium critical thickness for misfit dislocations at this strain at roughly 10 to 20 nm, depending on the core energy assumed. A 10 nm film is therefore close to the limit, and a much thicker one can relax as in Variation 2. Patterned devices break the assumption of a wide film: near a free edge the film can contract sideways, the in-plane strain is no longer equal in all directions, and $M$ alone does not give the stress. That effect is not estimated here.

## Variation 1: a (110) face

**Question.** Can one modulus describe a silicon film with a (110) face?

**Solution.** A half turn about the normal leaves the stiffness unchanged and reverses every in-plane vector, so the out-of-plane shear still vanishes. A half turn also maps each in-plane line onto itself, however, so it does not force the two principal stresses to be equal.

With $\mathbf n=(1,1,0)/\sqrt2$, the entries $xx$, $yy$ and $xy$ of $n_in_j$ are $1/2$, and those involving $z$ are zero. The corresponding stress is

$$S_{xx}=S_{yy}=\frac{C_{11}+C_{12}}2,\qquad S_{zz}=C_{12},\qquad S_{xy}=C_{44}.$$

Along $\mathbf n$ the shear entry adds to the diagonal one, and along $[1\bar10]$ it subtracts. Zero traction therefore gives

$$\frac{\beta}{e}=-\frac{k}{(C_{11}+C_{12})/2+C_{44}}=-\frac{293.5}{114.8+79.6}=-1.5098 .$$

The two in-plane stresses, divided by $e$, are

$$[001]:\quad k+\frac{\beta}{e}C_{12}=293.5-1.5098(63.9)=197.0\ \text{GPa},$$

$$[1\bar10]:\quad k+\frac{\beta}{e}\left(\frac{C_{11}+C_{12}}2-C_{44}\right)=293.5-1.5098(35.2)=240.4\ \text{GPa}.$$

The answer is no: equal strains produce unequal stresses. On a (113) face even the simple form of the strain fails, because an out-of-plane tensor shear strain of $0.197\,e$ appears. The general zero-traction equations are then needed.

## Variation 2: a film that has partly relaxed

**Question.** The (001) film contains a square grid of misfit dislocations, 1000 nm apart, with lines along [110] and $[1\bar10]$. By how much does its average stress fall?

**Solution.** Take a line along [110] with Burgers vector $\mathbf b=\tfrac a2[101]$, where $a=0.5431$ nm is the lattice parameter. The part of $\mathbf b$ that relieves the stretch lies in the film plane and is perpendicular to the line:

$$b_\perp=\mathbf b\cdot\frac{[1\bar10]}{\sqrt2}=\frac{a}{2\sqrt2}=0.1920\ \text{nm}.$$

Let the sign of each dislocation be such that it reduces the tension, and let the remaining components of the Burgers vectors cancel on average over the grid. Each 1000 nm of film is then stretched by 0.1920 nm less, so the average strain falls by

$$\frac{0.1920}{1000}=0.0192\,\% .$$

The second set of lines gives the same relief in the perpendicular direction. The average strain therefore remains equal in all in-plane directions, and $M_{001}$ still applies to it. The stress falls by the same fraction as the strain, $0.0192/0.80=2.4\,\%$, from 1.44 to about 1.41 GPa. This is only an average. The lines are 100 film thicknesses apart, so the relief is concentrated near them: an elastic solution for the periodic array places about nine tenths of it within 100 nm of a line. Midway between the lines the stress falls by only about 0.14 %, so most of the film still carries close to 1.44 GPa.

The main computed values are collected in the numerical output that follows.

## Table of computed values

```
C11, C12, C44 = 165.7, 63.9, 79.6 GPa
k = C11 + 2 C12 = 293.5 GPa
G for (001) = 50.9 GPa; G for (111) = 79.6 GPa
Zener ratio A = 1.564 (no unit)
2 C12^2/C11 = 49.28 GPa
k + 4 C44 = 611.9 GPa
6 C44 k = 140175.6 GPa^2
M(001) = 180.32 GPa
M(111) = 229.08 GPa
M(111)/M(001) = 1.270 (no unit)
(110) film, stress/strain along [001] = 197.0 GPa
(110) film, stress/strain along [1-10] = 240.4 GPa
(113) film, out-of-plane tensor shear/e = 0.1967
Film strain = 0.80 %; thickness = 10 nm
(001) stress = 1.443 GPa
(001) normal strain = -0.617 %
(001) normal strain/e = -0.771 (no unit)
(001) energy density = 11.54 MJ/m^3
(001) force per width = 14.43 N/m
(111) stress = 1.833 GPa
(111) normal strain = -0.351 %
(111) normal strain/e = -0.439 (no unit)
(111) energy density = 14.66 MJ/m^3
(111) force per width = 18.33 N/m
Rough third-order constants C111, C112, C123, C144, C166, C456:
  -800, -450, -70, 10, -300, -70 GPa
(001) nonlinear stress change = -2.50 %
(001) miscut stress change, max = 0.45 %
(001) surface stress/film force = 6.9 %
(111) nonlinear stress change = -2.54 %
(111) miscut stress change, max = 1.81 %
(111) surface stress/film force = 5.5 %
Miscut angle = 4.0 degrees
Rough surface stress = 1.0 N/m
Rough softening = 1.0e-04 per K
Warming = 100 K; modulus change = -1.00 %
Silicon lattice parameter = 0.5431 nm
Dislocation in-plane edge part = 0.1920 nm
Dislocation spacing = 1000 nm
Strain relieved by grid = 0.0192 %
Relieved share of film strain = 2.40 %
```
